\section*{Why Diatomic Ions Amorphize More Efficiently at Low Fluence}

\section{Result and its regime}

Suppose that a small region of a crystal turns amorphous only after two damage tracks have covered it, and that the damage left by the first track lasts until the second arrives. Separate atoms must then find the same spot by chance, and at low fluence the amorphous fraction grows as the square of the fluence. A diatomic ion can bring both hits in one event. The number of such events is proportional to the fluence, so the law becomes linear.

Let $\Phi$ be the atomic fluence, $\sigma$ the cross-section of one atom's track and $x=\sigma\Phi$ the mean number of tracks covering a point. Let $p$ be the mean fraction of its track area that an atom shares with its molecular partner. To leading order in $x$, the amorphous fractions are
\begin{equation}
f_1\simeq \frac{x^2}{2}\quad\text{(atoms)},\qquad
f_2\simeq \frac{p\,x}{2}\quad\text{(diatomic ions)},\qquad
\frac{f_2}{f_1}\simeq\frac{p}{x}.
\label{eq:result}
\end{equation}
The advantage is large when $x\ll p$, provided that one track rarely suffices and two overlapping tracks usually do. It does not persist at all fluences: within the same model, with permanent first-hit damage, molecules become the less efficient projectile above one crossover fluence.

\section{What is held fixed}

The two beams are compared at equal velocity and equal atomic fluence. A molecule with two equal atoms then needs twice the accelerating energy, and each atom enters the target with the same energy as a separate atom. If the atoms slow down independently after entry, each has the same stopping and the same mean track. The energy deposited per unit area is also the same. Only the grouping of the hits differs.

The model makes some further assumptions. In a plane at given depth, each track is a uniform disc of radius $R$, so $\sigma=\pi R^2$. Impacts are random and independent, apart from the pairing within a molecule. Damage from a first hit lasts until the end of the implant. One hit never amorphizes, whereas two always do, and amorphous material stays amorphous. The permanence of first-hit damage and the two-hit rule are relaxed below; the permanence of amorphous material is kept throughout.

\section{The two fluence laws}

\subsection{Separate atoms}

The number of tracks covering a point is Poisson distributed with mean $x$. The point survives with zero or one hit, which have probabilities $e^{-x}$ and $xe^{-x}$. Hence
\begin{equation}
f_1=1-(1+x)e^{-x}.
\label{eq:f1}
\end{equation}
Expanding the exponential gives
\begin{align}
f_1&=1-(1+x)\left(1-x+\frac{x^2}{2}-\frac{x^3}{6}+\dots\right)\nonumber\\
&=\left(1-\frac12\right)x^2+\left(\frac16-\frac12\right)x^3+\dots
=\frac{x^2}{2}-\frac{x^3}{3}+\dots
\end{align}
The linear terms cancel because a single hit does nothing visible.

\subsection{Diatomic ions}

There are $\Phi/2$ molecules per unit area. Each covers an area $p\sigma$ twice, on average. Each of its two tracks also has an unshared area $(1-p)\sigma$, so an area $2(1-p)\sigma$ is covered once. Relative to a chosen point, every molecule is independently a double hit, a single hit or a miss. Double and single events are therefore independent Poisson variables with means
\begin{equation}
D=\frac{\Phi}{2}\,p\sigma=\frac{px}{2},\qquad
S=\frac{\Phi}{2}\,2(1-p)\sigma=(1-p)x.
\end{equation}
The mean number of hits is $2D+S=x$, as for separate atoms.

A point survives if it has no double event and at most one single event. The probability of this is $e^{-D}\,e^{-S}(1+S)$. Since $S+D=(1-p/2)x$,
\begin{equation}
f_2=1-e^{-(1-p/2)x}\left[1+(1-p)x\right].
\label{eq:f2}
\end{equation}
With $a=1-p/2$ and $b=1-p$, the expansion is
\begin{align}
f_2&=1-\left(1-ax+\frac{a^2x^2}{2}-\dots\right)(1+bx)\nonumber\\
&=(a-b)x+a\left(b-\frac a2\right)x^2+\dots\nonumber\\
&=\frac p2\,x+\left(1-\frac p2\right)\left(\frac12-\frac{3p}{4}\right)x^2+\dots\nonumber\\
&=\frac p2\,x+\left(\frac12-p+\frac{3p^2}{8}\right)x^2+\dots
\label{eq:series}
\end{align}
The linear term is $D$, the mean number of double events. For $p=0$ it vanishes and the law for separate atoms returns. Pairing without overlap brings no benefit.

\section{How much the partner tracks overlap}

Let multiple scattering displace each atom sideways by independent Gaussian amounts of standard deviation $w$ per axis, and neglect the bond length for now. The separation of the partners has standard deviation $L=\sqrt2\,w$ per axis. Its magnitude $s$ exceeds a given value with probability $G(s)=e^{-s^2/2L^2}$.

Two discs at separation $s<2R$ share a lens made of two equal circular segments:
\begin{equation}
A(s)=2\int_{s/2}^{R}2\sqrt{R^2-u^2}\,du,\qquad
\frac{dA}{ds}=-\sqrt{4R^2-s^2}.
\end{equation}
The probability density of $s$ is $-dG/ds$. Integrating by parts, with $A(0)=\pi R^2$, $G(0)=1$ and $A(2R)=0$, gives
\begin{equation}
p\,\pi R^2=-\int_0^{2R}A\,\frac{dG}{ds}\,ds
=\pi R^2-\int_0^{2R}\sqrt{4R^2-s^2}\;e^{-s^2/2L^2}ds.
\end{equation}
Put $s=2R\sin\theta$ and $q=R^2/L^2$. Then $s^2/2L^2=2q\sin^2\theta=q(1-\cos2\theta)$. Using $\cos^2\theta=(1+\cos2\theta)/2$ and then $\varphi=2\theta$, the last integral becomes
\begin{align}
4R^2e^{-q}\int_0^{\pi/2}\cos^2\theta\,e^{q\cos2\theta}d\theta
&=R^2e^{-q}\int_0^{\pi}(1+\cos\varphi)e^{q\cos\varphi}d\varphi\nonumber\\
&=\pi R^2e^{-q}\left[I_0(q)+I_1(q)\right],
\end{align}
where $I_n(q)=\pi^{-1}\int_0^\pi\cos(n\varphi)\,e^{q\cos\varphi}d\varphi$ is the modified Bessel function. Therefore
\begin{equation}
p=1-e^{-q}\left[I_0(q)+I_1(q)\right],\qquad q=\frac{R^2}{2w^2}.
\label{eq:p}
\end{equation}

For small spread, both Bessel functions approach $e^q/\sqrt{2\pi q}$, so $p\to1$. For large spread, $I_0\simeq1$ and $I_1\simeq q/2$, so $p\simeq1-(1-q)(1+q/2)\simeq q/2=R^2/4w^2$. The molecular effect therefore fades with depth as the partners drift apart. With $R=0.7$ nm, $p$ falls from 0.61 at $w=0.25$ nm to 0.11 at 1 nm and 0.0012 at 10 nm.

\section{Size of the effect: nitrogen ions}

Compare 10 keV N$^+$ with 20 keV N$_2^+$. Both have a speed of $3.71\times10^5$ m/s. The example illustrates the two-hit model; it is not a prediction for real silicon, as explained below. The parameters are rough values for a silicon target near 80 K at a depth of about 4 nm: $R=0.7$ nm and $w=0.5$ nm. They give $\sigma=1.54\times10^{-14}$ cm$^2$, $q=0.98$ and $p=0.322$.

At $\Phi=10^{13}$ cm$^{-2}$, $x=0.154$. The charge dose is 1.60 $\mu$C/cm$^2$ for N$^+$, but 0.80 $\mu$C/cm$^2$ for N$_2^+$, because each charge carries two atoms. The event means are $S=0.104$ and $D=0.0248$, so
\begin{align}
f_1&=1-1.154\,e^{-0.154}=0.0107,\\
f_2&=1-1.1043\,e^{-0.1291}=0.0294.
\end{align}
The gain is 2.75. The leading estimate $p/x=2.1$ is lower because the next terms raise $f_2$ and lower $f_1$. At $10^{12}$ cm$^{-2}$ the gain is 21.6, close to $p/x=20.9$. To make 1\,\% of the area amorphous, the model needs $9.7\times10^{12}$ cm$^{-2}$ with separate atoms and $3.8\times10^{12}$ cm$^{-2}$ with molecules.

A simulation that throws discs at random on a periodic plane tests these laws without using the Poisson formulas. At $10^{13}$ cm$^{-2}$ it gives 0.0107 for atoms and 0.0292 for molecules. Between $5\times10^{12}$ and $10^{13}$ cm$^{-2}$ the fractions grow with powers 1.89 and 1.11 of the fluence. The departures from 2 and 1 have the signs expected from the next terms, $-x^3/3$ and $+0.217x^2$, with some sampling noise. When the partners are scattered far apart, with $w=50$ nm, the molecular beam gives 0.0106. The gain thus comes from overlap, since the number of atoms is unchanged.

\section{Why the advantage reverses}

Compare the surviving fractions through
\begin{equation}
g(x)=\ln\frac{1-f_2}{1-f_1}
=\frac{px}{2}+\ln\left[1+(1-p)x\right]-\ln(1+x).
\end{equation}
Molecules are more efficient where $g<0$. Differentiating and combining the last two terms gives
\begin{align}
g'(x)&=\frac p2+\frac{1-p}{1+(1-p)x}-\frac1{1+x}\nonumber\\
&=p\left\{\frac12-\frac1{(1+x)[1+(1-p)x]}\right\}.
\end{align}
For $0<p\le1$ this rises steadily from $-p/2$ at $x=0$ towards $+p/2$. Since $g(0)=0$, $g$ first falls, then rises without limit, and crosses zero once at positive $x$.

For $p\to0$, $g/p\to x/2-x/(1+x)$, so the crossover is at $x=1$. For $p=1$ the condition is $e^{x/2}=1+x$, with solution $x=2.51$. In the nitrogen example the crossover is at $x=1.20$, or $7.8\times10^{13}$ cm$^{-2}$, where about a third of the area is amorphous.

At high fluence the task is to reach the last surviving spots. Paired hits are then wasteful: the probability of no hit is $e^{-(1-p/2)x}$ instead of $e^{-x}$. At $2\times10^{14}$ cm$^{-2}$ the amorphous fractions are 0.767 for molecules and 0.812 for atoms. The difference looks small, but the molecular beam leaves about 24\,\% more crystalline area, relative to the atomic beam.

\section{When simultaneity matters}

If first-hit damage is permanent, only the final number of hits at a point counts. Delaying one partner would change nothing, provided that it landed in the same place. Simultaneity matters because real pre-damage can heal.

Let this damage heal with lifetime $\tau$ during an implant of duration $T$ at constant atomic flux $\phi$, so $x=\phi\sigma T$. At low fluence almost all points are pristine, and the pre-damaged fraction $P$ made by separate atoms obeys
\begin{equation}
\frac{dP}{dt}=\phi\sigma-\frac P\tau,\qquad
P(t)=r\left(1-e^{-t/\tau}\right),\qquad r=\phi\sigma\tau.
\end{equation}
Second hits convert it at the rate $\phi\sigma P$. Integrating, with $\phi\sigma T=x$ and $\phi\sigma\tau=r$,
\begin{equation}
f_1\simeq\phi\sigma r\left[T-\tau\left(1-e^{-T/\tau}\right)\right]
=rx-r^2\left(1-e^{-x/r}\right).
\label{eq:heal}
\end{equation}
For $\tau\gg T$, expanding $1-e^{-x/r}\simeq x/r-x^2/2r^2$ restores $x^2/2$. For $\tau\ll T$, $f_1\simeq rx$. At fixed flux this too is linear in fluence, with slope $r$ set by the flux. A straight line alone therefore does not prove a molecular effect. The molecular term $px/2$ needs no waiting and keeps its slope, as long as $\tau$ is long compared with the delay between partners.

For a bond of 0.11 nm along the beam, that delay is 0.30 fs. At an N$^+$ current density of 0.1 $\mu$A/cm$^2$, the mean wait between independent hits on one spot is 104 s, and the implant lasts 16 s. The N$_2^+$ beam has half this current density, which keeps the atomic flux equal. With $\tau=16$ s, the full rate equations give $f_1=0.0080$ and $f_2=0.0282$, a gain of 3.5. With $\tau=0.16$ s, $f_1$ falls to $2.3\times10^{-4}$ while $f_2$ remains 0.0246, and the gain is about 105.

\section{When one hit is enough, or two are too few}

Damage fluctuates from track to track. Let a fraction $\eta$ of single hits amorphize directly. Survival now requires no double event, no direct event and at most one harmless single event. The last two kinds have means $\eta S$ and $(1-\eta)S$, so
\begin{equation}
f=1-e^{-D-S}\left[1+(1-\eta)S\right]\simeq D+\eta S.
\end{equation}
Setting $p=0$ gives $\eta x$ for separate atoms, which are then also linear at the lowest fluences. The gain no longer diverges:
\begin{equation}
\frac{f_2}{f_1}\to\frac{p/2+\eta(1-p)}{\eta}
=1-p+\frac p{2\eta}\qquad(x\to0).
\label{eq:eta}
\end{equation}

To estimate $\eta$, take a nuclear energy loss of 140 eV/nm and a displacement energy of 15 eV, both rough. The usual linear estimate gives $0.8\times140/(2\times15)=3.7$ displaced atoms per nm of track. If this number is Poisson distributed in a 1 nm slice, the chance of at least twice the mean is $\eta=0.037$. The gain at $10^{13}$ cm$^{-2}$ drops from 2.75 to 2.1, and its low-fluence limit is 5.1. These gains still assume that every double hit succeeds. Under the same threshold, eight displaced atoms in the slice, two overlapping tracks with a joint mean of 7.5 succeed in only 47\,\% of cases. Applying the threshold to any number of hits lowers the gain to 1.8 and its low-fluence limit to 2.7. The result depends on the slice chosen: at $10^{13}$ cm$^{-2}$, slices of 0.5 and 2 nm give gains of 1.3 and 2.5. It also depends on rounding: twice the mean is 7.5 atoms, and a threshold of seven instead of eight in the 1 nm slice gives $\eta=0.085$, a gain of 1.5 and a low-fluence limit of 1.9.

A more serious limit is that displaced atoms are produced in groups. If a double hit succeeds with probability $s$, the low-fluence gain is $1-p+ps/(2\eta)$. When rare violent collisions do nearly all the damage, two tracks merely offer twice the chance of one. Then $s\simeq2\eta$ and the gain falls to 1. A binary-collision estimate for 10 keV nitrogen in silicon gives only about one energy transfer above 100 eV per 7 nm of path, yet such transfers carry about nine tenths of the nuclear energy loss. If the linear estimate is applied to each recoil and all its damage is counted in the 1 nm slice where it starts, the threshold of eight displaced atoms gives $\eta\simeq0.08$, $s\simeq0.16$ and a gain of 1.0. On this rough estimate the example lies at the limit where the molecular advantage vanishes.

If instead three hits are needed, survival allows the events $(S,D)$ to occur $(0,0)$, $(1,0)$, $(2,0)$ or $(0,1)$ times:
\begin{equation}
f=1-e^{-S-D}\left(1+S+\frac{S^2}{2}+D\right)
\simeq SD+\frac{D^2}{2}=\frac{p(4-3p)}{8}\,x^2.
\end{equation}
Separate atoms start as $x^3/6$. Pairing again lowers the power by one. In the example the fractions are $5.4\times10^{-4}$ for atoms and $2.9\times10^{-3}$ for molecules, a gain of 5.3, though both are far smaller than for a two-hit threshold.

\section{How far the example represents silicon}

With 50 atoms/nm$^3$, one track displaces on average about 5\,\% of the atoms in its cylinder and two displace about 10\,\%. If collapse needs roughly a tenth of the atoms displaced, a two-hit rule would be plausible for evenly damaged tracks. The radius is uncertain: at the same energy loss, $R=1$ nm would halve these shares and call for more hits. Real tracks of light ions are uneven and broken, which violates the assumption of identical discs. The Poisson estimate above reduces the gain by about a third, but grouped displacements can remove it almost entirely. The gain of 2.75 therefore belongs to the idealized model and should not be used as a value for nitrogen in silicon. The Gaussian sideways spread is a further idealization: after only a few nanometres an ion has had few strong collisions, and the real distribution has a narrower core and longer tails, so $p$ is only a rough value. A binary-collision estimate for an amorphous target gives a median sideways displacement of about 0.26 nm at 4 nm depth, against 0.59 nm for the Gaussian. This raises $p$ to about 0.48 and the two-hit gain to about 3.6, or 3.3 with the Coulomb separation discussed below. Near room temperature, healing in silicon is much stronger and the permanent-damage fluences above should not be used. Small amorphous pockets may then recrystallize too, which the model omits. Heavy ions can amorphize within a single cascade, which raises $\eta$ and, within this model, weakens the molecular advantage. Extra damage from the doubled energy density of overlapping cascades is not included either. Measured molecular enhancements are generally largest for heavy ions and are attributed to this effect, so the model's trend with ion mass should not be applied to real implants.

Other corrections are smaller here. A bond lying across the beam lowers the gain only to 2.74. Two singly charged partners released at the bond length have 13 eV of unscreened Coulomb energy. If they separate across the beam at their final relative speed from the start, they are 0.31 nm apart at 4 nm depth, and the gain is 2.64. Higher charge states would separate faster. Beam heating, without any cooling, is 0.8 K for a 0.05 cm wafer with a heat capacity of 0.4 J/(cm$^3$\,K), and is the same for both beams.

\section{Consequences for practice}

\begin{itemize}
\item Compare beams at equal energy per atom, atomic fluence, atomic flux and temperature. For singly charged diatomic ions this means twice the voltage, half the charge dose and half the current.
\item To start amorphization near the surface at low fluence, diatomic ions help in this model if $p\gg x$ at the depth of interest, single hits rarely suffice ($\eta\ll p/2$) and double hits usually succeed. To limit such damage, separate atoms are preferable under the same conditions.
\item For a nearly complete amorphous layer, do not extrapolate the low-fluence gain. With permanent pre-damage, the two-hit model favours separate atoms above the crossover. Healing can remove this reversal: at the flux of the example with $\tau=16$ s, molecules are still ahead at $x=6$, with amorphous fractions of 0.73 against 0.50.
\item To identify the mechanism, vary the flux at fixed low fluence and temperature. Where pre-damage heals during the implant, the double-hit yield of separate atoms rises with flux, while the linear molecular term does not. Direct single-hit amorphization is also independent of flux, so the atomic beam is needed as a control.
\end{itemize}

The numerical output below lists most of the values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
energy: N+ 10 keV, N2+ 20 keV
common speed: 3.71e+05 m/s
track radius R 0.7 nm, lateral spread w 0.5 nm, depth 4.0 nm
track cross-section: 1.539 nm^2 = 1.54e-14 cm^2
atomic fluence: 1.0e+13 cm^-2, mean hits x 0.1539
charge dose: N+ 1.60, N2+ 0.80 uC/cm^2
q = R^2/L^2: 0.980; overlap p: 0.3221
single events S 0.1043, double D 0.02479
amorphous fraction, atoms: 0.01070 (x^2/2 = 0.01185)
amorphous fraction, molecules: 0.02945 (p x/2 = 0.02479)
coefficient of x^2, molecules: 0.2168
gain f2/f1: 2.75
  at 1e+12 cm^-2: atoms 1.173e-04, molecules 2.530e-03, gain 21.576
  at 1e+13 cm^-2: atoms 1.070e-02, molecules 2.945e-02, gain 2.752
  at 1e+14 cm^-2: atoms 4.553e-01, molecules 4.383e-01, gain 0.963
  at 2e+14 cm^-2: atoms 8.123e-01, molecules 7.668e-01, gain 0.944
fluence for 1 % amorphous: atoms 9.65e+12, molecules 3.75e+12 cm^-2
crossover: x 1.199, 7.79e+13 cm^-2, f 0.337
crossover x for p = 0.001: 1.001, for p = 1: 2.513
simulated power of fluence, 5e12 to 1e13 cm^-2: atoms 1.89, molecules 1.11
simulated f at 1e13 cm^-2: atoms 0.01074, molecules 0.02922
simulated f, partners far apart (w = 50 nm): 0.01061
simulated f at 2e14 cm^-2: atoms 0.8096, molecules 0.7641
  overlap p at w = 0.25 nm: 0.61062
  overlap p at w = 0.5 nm: 0.32214
  overlap p at w = 1.0 nm: 0.10890
  overlap p at w = 10.0 nm: 0.00122
partner delay, bond 0.11 nm along beam: 0.30 fs
N+ current 0.1 uA/cm^2: implant 16.0 s, mean wait per spot 104 s
  healing lifetime 16.02 s: atoms 7.997e-03, molecules 2.818e-02, gain 3.5
  healing lifetime 0.16 s: atoms 2.339e-04, molecules 2.459e-02, gain 105.2
bond across beam: p 0.3196, gain 2.74
unscreened Coulomb energy: 13.1 eV, separation at depth up to 0.31 nm
  then p 0.3023, gain 2.64
rough target: 50 atoms/nm^3, nuclear loss 140 eV/nm, displacement 15 eV
displaced atoms per nm of track: 3.73; share, one hit 0.049, two hits 0.097
chance eta that one hit does the work of two: 0.0368
  gain with eta: 2.11; low-fluence limit 5.05
three hits needed: atoms 5.419e-04, molecules 2.870e-03, gain 5.30
wafer 0.05 cm, 0.4 J/(cm^3 K): heating without cooling 0.80 K
\end{verbatim}
